# Why Fermi-level pinning saturates in the Cowley-Sze model

**Q.** I put different metals on the same n-type semiconductor. When the interface is poor, the barrier hardly depends on the metal, and making it poorer still changes little. Have the interface states run out of capacity?

**A.** Not in the model I would use, with states spread evenly over the gap: there their capacity grows with their density, and the saturation has another origin. A narrow defect level can fill up; I come to that at the end. We need the charge balance to see it.

Take a metal and a semiconductor separated by a layer of thickness $\delta$ and permittivity $\varepsilon_i$, thin enough for electrons to pass and establish one Fermi level. At the semiconductor surface there are $D$ interface states per area and energy, with $D$ constant across the gap. I use Gaussian units, take $e>0$, and express barriers and work functions as energies:

- $\Phi_M$ is the metal work function and $\chi$ the electron affinity.
- $\Phi_B$ is the barrier: the depth of the Fermi level below the conduction edge at the surface.
- $\Phi_c$ is the depth at which the interface states are neutral.
- $\zeta$ is the depth of the Fermi level below the conduction edge in the bulk.

**Q.** What fixes the barrier?

**A.** The voltage across the layer and the charge that produces it must agree. Measured from the common Fermi level, the vacuum level lies at $\Phi_M$ just outside the metal and at $\Phi_B+\chi$ at the semiconductor surface. The electron energy therefore drops across the layer, from metal to semiconductor, by

$$U=\Phi_M-\chi-\Phi_B .$$

A positive $U$ pulls electrons toward the semiconductor, so that side carries positive charge and the metal carries the opposite charge. Let the semiconductor side hold $\sigma$ positive elementary charges per area. Gauss's law gives a layer field $4\pi e\sigma/\varepsilon_i$. Multiplying by $e\delta$ gives the energy drop:

$$U=a\sigma,\qquad a=\frac{4\pi e^2\delta}{\varepsilon_i}.$$

Two charges contribute to $\sigma$. If $\Phi_B>\Phi_c$, the Fermi level lies below the neutral level, and the states between the two are empty. They contribute $D(\Phi_B-\Phi_c)$ positive charges. If $\Phi_B<\Phi_c$, the same expression is negative, as it should be for extra electrons.

The second contribution is the depletion charge. For donor density $N$ and permittivity $\varepsilon_s$, the electron energy $u(x)$ in the depleted region obeys $u''=4\pi e^2N/\varepsilon_s$. Both $u$ and $u'$ vanish at the depletion edge $x=W$, so $u=2\pi e^2N(W-x)^2/\varepsilon_s$. At the surface $u(0)=\Phi_B-\zeta$, hence

$$W=\sqrt{\frac{\varepsilon_s(\Phi_B-\zeta)}{2\pi e^2N}},$$

and the depletion charge is $NW$ per area. The complete balance is

$$\Phi_M-\chi-\Phi_B=a\left[D(\Phi_B-\Phi_c)+NW\right].$$

This assumes that the semiconductor is depleted, that holes are negligible, and that the Fermi level stays within the gap.

**Q.** The barrier appears on both sides and also under a square root. Can you solve for it?

**A.** Yes. Set $y=\sqrt{\Phi_B-\zeta}$, so that $\Phi_B=\zeta+y^2$. The depletion term becomes

$$aNW=cy,\qquad c=a\sqrt{\frac{\varepsilon_sN}{2\pi e^2}}.$$

Insert both into the balance:

$$\Phi_M-\chi-\zeta-y^2=aD(\zeta+y^2-\Phi_c)+cy.$$

Collecting the powers of $y$ gives

$$(1+aD)y^2+cy=B,\qquad B=\Phi_M-\chi-\zeta+aD(\Phi_c-\zeta).$$

Since $y$ is a positive square root, we need the positive solution, which exists for $B>0$:

$$y=\frac{-c+\sqrt{c^2+4(1+aD)B}}{2(1+aD)}.$$

**Q.** My plots compare metals. How much of the difference between two work functions survives in the barriers?

**A.** Write the balance for metals 1 and 2 and subtract. With $\delta$, $\varepsilon_i$, $D$ and $\Phi_c$ the same for both,

$$\Delta\Phi_M-\Delta\Phi_B=aD\,\Delta\Phi_B+c(y_2-y_1).$$

Because $\Delta\Phi_B=y_2^2-y_1^2=(y_2-y_1)(y_2+y_1)$, the last term equals $c\,\Delta\Phi_B/(y_1+y_2)$. The depletion charge thus acts like an additional density of states,

$$D_{\rm dep}=\frac{c}{a(y_1+y_2)},$$

and the barrier difference is

$$\Delta\Phi_B=\frac{\Delta\Phi_M}{1+a(D+D_{\rm dep})}.$$

Beyond the depletion approximation and a sharp division between filled and empty states, no further approximation has been made. As $D$ grows, both barriers approach $\Phi_c$, so $D_{\rm dep}$ stays finite. Once $D\gg 1/a+D_{\rm dep}$, the term $aD$ dominates the denominator:

$$\Delta\Phi_B\simeq\frac{\Delta\Phi_M}{aD}=\frac{\varepsilon_i\,\Delta\Phi_M}{4\pi e^2\delta D}.$$

The remaining variation falls inversely with the density. In the opposite limit, $D\to0$, it tends to $\Delta\Phi_M/(1+aD_{\rm dep})$, slightly less than the full difference if the doping is moderate.

**Q.** That is the algebra. Why does it happen?

**A.** Follow the charge. When you change the metal, the layer has to absorb $\Delta\Phi_M-\Delta\Phi_B$, which is less than $\Delta\Phi_M$. The charge needed for this is therefore less than $\Delta\Phi_M/a$, however many states are available.

The states supply their part, $D\,\Delta\Phi_B$, by letting the Fermi level move through them. At low density, the Fermi level moves by nearly the whole work-function difference, so doubling $D$ nearly doubles the charge. At high density, the charge is already close to its bound. Doubling $D$ then leaves the charge nearly unchanged, and the Fermi level needs only half the movement to supply it.

So evenly spread states do not fill up. The demand for charge levels off, and a fixed number of electrons spread over more states per energy requires a smaller shift. The benefit of adding states shrinks even faster than the variation itself, since differentiating the high-density law gives

$$\frac{d\,\Delta\Phi_B}{dD}\simeq-\frac{\Delta\Phi_M}{aD^2}.$$

**Q.** Let me see that with numbers.

**A.** I choose round model parameters: a gap of 1.4 eV, $\chi=4.0$ eV, $\Phi_c=0.8$ eV, $\zeta=0.1$ eV, $N=10^{17}$ cm$^{-3}$, $\varepsilon_s=12$, $\varepsilon_i=4$ and $\delta=5\times10^{-8}$ cm. The metals have work functions of 4.5 and 5.1 eV, so $\Delta\Phi_M=0.60$ eV. With $e^2=1.440\times10^{-7}$ eV cm,

$$a=\frac{4\pi(1.440\times10^{-7})(5\times10^{-8})}{4}=2.262\times10^{-14}\ \text{eV cm}^2.$$

The crossover density is $1/a=4.42\times10^{13}$ eV$^{-1}$ cm$^{-2}$. The bound on the exchanged charge is $0.60/a=2.65\times10^{13}$ electrons per cm$^2$, or 0.265 per nm$^2$.

The following values come from a numerical solution at 300 K, with thermal occupation of the states and mobile electrons in the semiconductor:

| $D$ (eV$^{-1}$ cm$^{-2}$) | $\Delta\Phi_B$ (meV) | $D\,\Delta\Phi_B$ (cm$^{-2}$) |
|---|---:|---:|
| $10^{12}$ | 577 | $5.77\times10^{11}$ |
| $10^{13}$ | 483 | $4.83\times10^{12}$ |
| $10^{14}$ | 183 | $1.83\times10^{13}$ |
| $10^{15}$ | 25.4 | $2.54\times10^{13}$ |
| $10^{16}$ | 2.64 | $2.64\times10^{13}$ |

The last row is there to test the limit, not to represent a realistic interface; even $D=10^{15}$ puts $1.4\times10^{15}$ states per cm$^2$ in the gap, the order of the surface atom density. At $D=10^{15}$ we have $aD=22.6$. Neglecting the small depletion term, the formula gives $600/(1+22.6)=25.4$ meV.

From the first row to the second, ten times more states take up more than eight times the charge. From the fourth to the fifth, they take up only 4% more, and the barrier difference falls almost tenfold. Yet that last decade removes just 23 meV, while the decade from $10^{13}$ to $10^{14}$ removes 300 meV. On a plot with a scale of tenths of an eV, the curve looks saturated.

**Q.** How far can I trust the simple inverse law?

**A.** At $10^{15}$ it gives $600/22.6=26.5$ meV, about 4% above the solution. At $10^{14}$ it gives 265 meV instead of 183 meV and is not usable. The logarithmic slope of $\Delta\Phi_B$ against $D$ shows the approach: between successive rows it is $-0.08$, $-0.42$, $-0.86$ and $-0.98$, with $-1$ as the limit.

The full formula holds at all the densities in the table. Its barrier differences agree with the numerical solution to within 0.04%, relative to the formula, and its individual barriers to within about 0.5 meV. This compares two solutions of the same model. Both leave out image-force lowering, which the usual estimate puts at 35 to 45 meV here; it would reduce the difference in the first row by about 9 meV and at $D=10^{15}$ by about 0.4 meV.

**Q.** I usually report a slope, $S=d\Phi_B/d\Phi_M$. Does depletion matter there?

**A.** A little at the doping of the example, and more at heavier doping, where the depletion width is smaller. Differentiating the balance with respect to $\Phi_M$ gives

$$1-S=a\left(D+N\frac{dW}{d\Phi_B}\right)S.$$

Since $W\propto\sqrt{\Phi_B-\zeta}$, we have $dW/d\Phi_B=W/[2(\Phi_B-\zeta)]$. Replacing $\Phi_B-\zeta$ by $2\pi e^2NW^2/\varepsilon_s$ leads to

$$S=\left[1+a\left(D+\frac{\varepsilon_s}{4\pi e^2W}\right)\right]^{-1}.$$

For $D=10^{13}$ eV$^{-1}$ cm$^{-2}$ and $\Phi_M=4.8$ eV, the depletion term is $7.0\times10^{11}$ eV$^{-1}$ cm$^{-2}$. The formula gives $S=0.805$, as does the numerical solution; without depletion it would be 0.816.

If you invert $S$ to find the states, remember that it gives you the product $aD\simeq1/S-1$ when the depletion term is small. Dropping the 1 is safe only for $S\ll1$: at $D=10^{14}$, where $S=0.305$, $1/S=3.28$ against $aD=2.26$. To obtain $D$ itself, you must know $\delta/\varepsilon_i$.

**Q.** Do the barriers meet at the neutral level, or merely at each other?

**A.** At the neutral level. Rearrange the balance for one metal:

$$D(\Phi_B-\Phi_c)=\frac{\Phi_M-\chi-\Phi_B}{a}-NW.$$

The right side remains finite as $D$ grows, so $\Phi_B-\Phi_c$ must vanish. Setting $\Phi_B=\Phi_c$ on the right then gives

$$D(\Phi_B-\Phi_c)\to\frac{\Phi_M-\chi-\Phi_c}{a}-NW_c,$$

where $W_c$ is the depletion width at $\Phi_B=\Phi_c$. Each barrier thus approaches $\Phi_c$ as $1/D$, provided the right side is not zero.

In the example, $NW_c=0.096\times10^{13}$ cm$^{-2}$, and the first term is $\mp0.3/a=\mp1.326\times10^{13}$ cm$^{-2}$ for the low and high work function. The limits are $-1.42\times10^{13}$ and $+1.23\times10^{13}$ cm$^{-2}$. They are unequal in size because the depletion charge is positive for both metals. At $D=10^{16}$ they predict offsets of $-1.4$ and $+1.2$ meV, in agreement with the computed barriers of 0.7986 and 0.8012 eV.

This also identifies a way for the law to fail in your data. If the metals react differently with the semiconductor and so have different $\Phi_c$, each barrier approaches its own neutral level. The spread between metals then tends to the spread in $\Phi_c$, not to zero.

**Q.** Would a thinner layer pin better, since the states are closer to the metal?

**A.** At fixed $D$ and $\varepsilon_i$, it pins less. The same charge across a smaller distance makes a smaller dipole, so $a$ falls in proportion to $\delta$. Halving the layer at $D=10^{15}$ raises the barrier difference from 25.4 to 48.7 meV. The factor is 1.92, not quite 2, because of the 1 in the denominator: $23.6/12.3=1.92$. The halved layer is only 2.5 Å thick and carries about 11 MV/cm, so a continuum dielectric is a rough description of it. In a real contact $D$ need not stay fixed: metal-induced states grow as the layer thins, and the trend can then reverse.

**Q.** Real interface states are not spread evenly in energy. Does the inverse law survive?

**A.** It does if the density is smooth and nonzero at the neutral level. Let $x=\Phi_B-\Phi_c$ and $t=\Phi_M-\chi-\Phi_c$, and let the density be $D\,g(x)$. At zero temperature, with the depletion charge left out,

$$t-x=aD\int_0^x g(x')\,dx'.$$

For large $D$ the shift $x$ is small, and the integral is approximately $g(0)x$. Hence $x\simeq t/[aDg(0)]$: what counts is the density at the neutral level. A numerical test with a sloping density gives an exponent of $-1.000$. This needs $|x|$, and at finite temperature $kT$, to be small against the energy over which $g$ changes. A narrow peak can fill up: a Gaussian of standard deviation 0.02 eV centred on the neutral level and holding $10^{13}$ states per cm$^2$ leaves a difference of 374 meV in the example, close to $600$ meV minus $a\times10^{13}$ cm$^{-2}$, whereas a uniform density equal to its peak value would leave 109 meV.

The result changes if the density vanishes there. For $g=|x|/w$, with $w$ a fixed energy, the integral is $x|x|/(2w)$. At large $D$ the $x$ on the left is negligible beside $t$, so

$$|x|\simeq\sqrt{\frac{2w|t|}{aD}}.$$

The variation now falls only as $D^{-1/2}$, because the Fermi level must move some distance before it meets many states. With $w=0.4$ eV and $t=\pm0.3$ eV, the numerical exponent at zero temperature is $-0.495$ between $D=10^{17}$ and $10^{18}$ eV$^{-1}$ cm$^{-2}$, far beyond any real surface; over the two decades from $10^{13}$ to $10^{15}$ it is only $-0.16$ and $-0.35$. For this shape pinning still becomes complete in the limit, but more slowly. If the density vanishes over a whole interval around the neutral level and the two values of $t$ reach beyond it on either side, the zero-temperature spread tends to the width of that interval instead.

At a finite temperature $T$, this slower law can hold only while $|x|$ is well above $kT$, where $k$ is Boltzmann's constant. It also needs $|x|$ well below $|t|$. With $|t|=0.3$ eV, as in the example, and $kT=0.026$ eV at 300 K, little room is left for it. Closer to the neutral level, thermal occupation involves states within about $kT$ on either side. The effective density is then no longer zero, and the inverse law returns. For the same $w$ and $t$ at 300 K, the exponents over successive decades from $10^{13}$ to $10^{18}$ are $-0.16$, $-0.40$, $-0.74$, $-0.97$ and $-1.00$, with no plateau at $-1/2$.

## Computed results

```
Gap, affinity: 1.40, 4.00 eV
Neutral level below conduction edge: 0.80 eV
Bulk Fermi level below conduction edge: 0.10 eV
Donor density: 1.0e+17 cm^-3
Permittivities, semiconductor and layer: 12.0, 4.0
Layer thickness: 5.0e-08 cm
Metal work functions: 4.50, 5.10 eV
Work-function difference: 0.60 eV
Reference temperature: 300 K
e^2 in Gaussian units: 1.4400e-07 eV cm
Layer coefficient a: 2.2619e-14 eV cm^2
Crossover density 1/a: 4.421e+13 eV^-1 cm^-2
Limit of exchanged charge: 2.653e+13 electrons cm^-2
Reference: D (eV^-1 cm^-2), low and high barrier (eV),
  barrier difference (meV), charge exchanged with states (cm^-2)
  1e+12  0.4912  1.0686  577.39  5.774e+11
  1e+13  0.5416  1.0245  482.88  4.829e+12
  1e+14  0.7020  0.8850  183.05  1.830e+13
  1e+15  0.7864  0.8118  25.39  2.539e+13
  1e+16  0.7986  0.8012  2.64  2.641e+13
Barrier difference from formula (meV), same densities:
  577.59  483.01  183.06  25.39  2.64
Logarithmic slope between successive densities:
  -0.078  -0.421  -0.858  -0.983
Largest barrier error of formula: 0.525 meV
Largest relative error of difference: 3.3e-04
Local slope test: D = 1e+13 eV^-1 cm^-2, work function 4.80 eV
  barrier from formula: 0.7825 eV
  depletion width: 9.514e-06 cm
  depletion contribution: 6.970e+11 eV^-1 cm^-2
  slope, reference: 0.8050
  slope, formula with depletion: 0.8052
  slope, formula without depletion: 0.8155
Depletion charge at neutral level: 9.635e+11 cm^-2
Limits of D*(barrier - neutral depth), low and high metal:
  -1.423e+13, 1.230e+13 cm^-2
Half-thickness layer at D = 1e15: 48.71 meV
Exponent, smooth uneven density: -0.9998
Exponent, density zero at neutral level: -0.4949
```
